Pulay Forces and the Energy-Weighted Density Matrix in Atom-Centred Bases

In Born–Oppenheimer molecular dynamics the force on an atom is minus the derivative of the electronic ground-state energy, nuclear repulsion included, with respect to the position of that atom. When the orbitals are expanded in functions that travel with the atoms, three things change under a displacement: the nuclear potential, the basis functions and the expansion coefficients. This problem finds what each contributes.

Take a closed-shell molecule with n doubly occupied, real orbitals

ψ_i(r) = Σ_μ C_μi φ_μ(r), i = 1, …, n.

Each φ_μ is fixed in shape and centred on one atom. Let C_i be the column of coefficients of ψ_i, and define

S_μν = ⟨φ_μ|φ_ν⟩, P = 2 Σ_i C_i C_iᵀ.

The basis is linearly independent, so S is invertible. The orbitals are orthonormal: C_iᵀ S C_j = δ_ij. The electron density is ρ(r) = Σ_μν P_μν φ_μ(r) φ_ν(r). Atomic units are used, with energies in hartree and forces in hartree/bohr.

Parts (a) to (d) use the Hartree–Fock energy

E = Tr(P h) + ½ Tr(P G(P)) + V_nn,

h_μν = ⟨φ_μ| −½∇² + v |φ_ν⟩, v(r) = −Σ_B Z_B/|r − R_B|,

G_μν(P) = Σ_κλ P_κλ [(μν|κλ) − ½(μκ|λν)].

Here V_nn is the nuclear repulsion, and (μν|κλ) is the Coulomb integral between the products φ_μφ_ν and φ_κφ_λ.

**(a) With the nuclei and basis functions held still, what equation do the orbitals satisfy when E is stationary?**

Solution. Vary P by δP. Since G is linear in P,

δE = Tr(δP h) + ½ Tr(δP G(P)) + ½ Tr(P G(δP)).

The last two terms are equal. Written out, the last contains P_μν δP_κλ [(μν|κλ) − ½(μκ|λν)]. Exchanging the names μ↔κ and ν↔λ turns the bracket into (κλ|μν) − ½(κμ|νλ), which has the same value because the integrals are symmetric. Therefore

δE = Tr(F δP), F = h + G(P).

The variation must keep the orbitals orthonormal, so introduce a symmetric matrix of multipliers Λ and make

L = E − 2 Σ_ij Λ_ij (C_iᵀ S C_j − δ_ij)

stationary. From δP = 2 Σ_i (δC_i C_iᵀ + C_i δC_iᵀ) and the symmetry of F,

δE = 4 Σ_i δC_iᵀ F C_i.

The constraint term varies by −4 Σ_ij Λ_ij δC_iᵀ S C_j. As the δC_i are now free,

F C_i = Σ_j Λ_ij S C_j.

An orthogonal rotation among the occupied orbitals leaves P, and hence E, unchanged. Choose the rotation that diagonalizes Λ, with eigenvalues ε_i. Then

F C_i = ε_i S C_i.

**(b) Let X be one Cartesian coordinate of a nucleus A. The coefficients C_i respond to a change of X. What does this response contribute to dE/dX, and can it be found without computing dC_i/dX?**

Solution. Let a prime denote d/dX. The energy depends on X explicitly, through the integrals and V_nn, and implicitly, through P. With δE = Tr(F δP) from part (a), the chain rule gives

dE/dX = (∂E/∂X)_P + Tr(F P′).

The subscript means that the numbers P_μν are held fixed while all integrals are differentiated. Stationarity does not remove the second term. It was established for variations that respect orthonormality with a fixed S, whereas here S itself changes.

Differentiate P and use the orbital equation:

Tr(F P′) = 4 Σ_i C_i′ᵀ F C_i = 4 Σ_i ε_i C_i′ᵀ S C_i.

The remaining product is fixed by normalization. Differentiating C_iᵀ S C_i = 1 gives

2 C_i′ᵀ S C_i + C_iᵀ S′ C_i = 0.

Substitution yields

Tr(F P′) = −2 Σ_i ε_i C_iᵀ S′ C_i = −Tr(W S′),

W = 2 Σ_i ε_i C_i C_iᵀ.

W is the energy-weighted density matrix: P with each orbital's contribution multiplied by its energy. The complete derivative is

dE/dX = (∂E/∂X)_P − Tr(W ∂S/∂X).

No response equation has to be solved. If occupied orbitals are degenerate, the energy eigenvectors need not vary smoothly with X. One then uses a smooth orthonormal set spanning the occupied space that coincides with the eigenvectors at the geometry of interest; the argument is unchanged. W can also be written without individual orbitals:

P F P = 4 Σ_ij C_i (C_iᵀ F C_j) C_jᵀ = 4 Σ_i ε_i C_i C_iᵀ = 2W.

The sign of the overlap term has a simple meaning. Add a constant c to the electrons' potential energy. The energy changes by c times the number of electrons, so the force must not change. But h becomes h + cS, which adds c Tr(P S′) to the explicit derivative. At the same time every ε_i rises by c, W becomes W + cP, and −Tr(W S′) gains −c Tr(P S′). The two changes cancel. Neither term alone is independent of the zero of energy.

The derivation required a converged solution that is differentiable in X, and fixed occupations. With variable occupations f_i, P = Σ_i f_i C_i C_iᵀ, and Tr(F P′) would contain the further term Σ_i f_i′ ε_i.

**(c) Evaluate the explicit derivative, and separate the force into a part due to moving the nuclear charge and a part due to moving the basis functions.**

Solution. Write ∂φ_μ for ∂φ_μ/∂X. A function on atom A depends on r − R_A, so ∂φ_μ is minus its derivative with respect to the corresponding component of r. For functions on other atoms ∂φ_μ = 0.

For the one-electron energy, differentiation acts on the left function, the right function and v. The first two give equal results because P and h are symmetric:

Σ_μν P_μν h_μν′ = 2 Σ_{μ∈A,ν} P_μν ⟨∂φ_μ| −½∇² + v |φ_ν⟩ + ∫ρ (∂v/∂X) dr.

The two-electron energy is

½ Σ_μνκλ P_μν P_κλ [(μν|κλ) − ½(μκ|λν)].

The derivative can act on any of the four functions. The relabelling μ↔ν, κ↔λ moves it from μ to ν; the relabelling μ↔κ, ν↔λ moves it from μ to κ; both together move it to λ. Each leaves the summand unchanged, so the four contributions are equal. The factor is 4 × ½ = 2, and the result is

2 Σ_{μ∈A,ν} P_μν ⟨∂φ_μ|Ĝ|φ_ν⟩,

where Ĝ is the Coulomb-minus-exchange operator whose basis matrix is G. With F̂ = −½∇² + v + Ĝ,

(∂E/∂X)_P = ∫ρ (∂v/∂X) dr + ∂V_nn/∂X + 2 Σ_{μ∈A,ν} P_μν ⟨∂φ_μ|F̂|φ_ν⟩.

By the same symmetry,

Tr(W S′) = 2 Σ_{μ∈A,ν} W_μν ⟨∂φ_μ|φ_ν⟩.

The force is −dE/dX. The terms that come from moving the charge form the Hellmann–Feynman force, here as a vector:

F_A^HF = Z_A ∫ρ(r) (r − R_A)/|r − R_A|³ dr + Z_A Σ_{B≠A} Z_B (R_A − R_B)/|R_A − R_B|³.

The first term pulls the nucleus towards the electrons; the second pushes it away from the other nuclei. The terms that come from moving the functions form the Pulay force, whose component along X is

F_X^Pulay = −2 Σ_{μ∈A,ν} [P_μν ⟨∂φ_μ|F̂|φ_ν⟩ − W_μν ⟨∂φ_μ|φ_ν⟩].

The term −Tr(W S′) in the energy derivative has become +Tr(W S′) in the force. It is one part of the Pulay force, not the whole of it.

This separation can be realized as two different displacements. If the charge moves while its functions stay behind, ∂φ_μ and S′ vanish, and minus the slope of the self-consistent energy is the Hellmann–Feynman force. If the functions move while the charge stays, ∂v/∂X and ∂V_nn/∂X vanish, and minus the slope is the Pulay force.

**(d) When does the Pulay force vanish?**

Solution. Insert P_μν = 2 Σ_i C_μi C_νi and W_μν = 2 Σ_i ε_i C_μi C_νi, and carry out the sum over ν:

F_X^Pulay = −4 Σ_i Σ_{μ∈A} C_μi ⟨∂φ_μ|F̂ − ε_i|ψ_i⟩.

The function (F̂ − ε_i)ψ_i is the residual of the orbital equation in full space. A finite basis makes its overlap with every basis function vanish, but not the residual itself. Suppose a derivative function lies in the span of the basis, ∂φ_μ = Σ_κ D_κμ φ_κ. Then

⟨∂φ_μ|F̂ − ε_i|ψ_i⟩ = Σ_κ D_κμ [(F − ε_i S) C_i]_κ = 0.

Such a function contributes nothing. The Pulay force therefore vanishes in the complete-basis limit. It also vanishes when the functions do not depend on the atomic positions, as for plane waves in a fixed cell, since then ∂φ_μ = 0. This assumes that the overlap operator does not depend on the atoms; with ultrasoft pseudopotentials or projector-augmented waves it does, and an overlap term remains. Otherwise the Pulay force measures how far the residual reaches into the directions in which the basis functions move. By part (c) it is minus the slope of the energy with respect to the centre of the functions, so it also vanishes in a finite basis if that centre is detached from the nucleus and optimized. In the example of part (f), shifting the functions of the stretched hydrogen by 0.052 bohr towards carbon removes the axial Pulay force on them.

**(e) How does the result change in Kohn–Sham theory with a local density functional?**

Solution. Exchange is removed from G, and an energy E_xc[ρ] is added, with δE_xc = ∫v_xc δρ dr. At fixed P, moving the functions changes the density by

ρ′ = 2 Σ_{μ∈A,ν} P_μν ∂φ_μ φ_ν,

so E_xc contributes 2 Σ_{μ∈A,ν} P_μν ⟨∂φ_μ|v_xc|φ_ν⟩. This is the form already found, with F̂ now equal to the Kohn–Sham operator. Part (b) used nothing about the energy except δE = Tr(F δP), so the overlap term keeps its form, with Kohn–Sham orbital energies in W.

In practice E_xc is a sum over grid points, Σ_g w_g e_xc(ρ(r_g)), where e_xc is the energy per volume. If the points and weights w_g move with the atoms, the derivative of this sum has additional terms from w_g′ and r_g′. The integral itself does not depend on the grid, so these terms tend to zero together as the quadrature converges. Without them, the force formula holds up to quadrature error.

**(f) Find the contributions to the axial forces in methane with one stretched bond.**

Place carbon at the origin and one hydrogen on the positive z axis at 2.30 bohr. The other three are at 2.05 bohr, in tetrahedral directions. Use restricted Hartree–Fock theory with the 6-31G basis, which has 17 functions here.

Solution. The self-consistent equations and the analytic Gaussian integrals are evaluated numerically. The energy is −40.1709 hartree. This level omits electron correlation, and the basis is small. The six decimals below show how the terms combine; they do not express physical accuracy.

For the stretched hydrogen, the Hellmann–Feynman force is the sum of electron attraction and nuclear repulsion:

−1.337841 + 1.333474 = −0.004367 hartree/bohr.

The Pulay force is the sum of its F̂ part and its overlap part +Tr(W S′):

−0.223226 + 0.160914 = −0.062312 hartree/bohr.

The total is

−0.004367 − 0.062312 = −0.066679 hartree/bohr,

or −3.43 eV/Å. It points back towards carbon, as expected for a stretched bond. In this basis, which has no p functions on hydrogen, most of it is Pulay force. Leaving out the overlap part would give

−0.066679 − 0.160914 = −0.227593 hartree/bohr,

about 3.4 times the correct value.

For carbon, in the same order,

−0.247065 + 0.293506 = 0.046441 hartree/bohr,

−0.019270 + 0.028807 = 0.009537 hartree/bohr,

with a total of 0.055978 hartree/bohr, towards the stretched hydrogen. Here, in this basis, the Hellmann–Feynman part is the larger one.

The totals depend moderately on the basis, and their division depends on it strongly. In cc-pVTZ the energy is −40.204 hartree. The force on the hydrogen is −0.0655 hartree/bohr (−3.37 eV/Å), of which −0.0622 is Hellmann–Feynman and only −0.0033 is Pulay force. The force on carbon is 0.0558, divided as 0.0333 and 0.0225. In cc-pVDZ the Pulay part on carbon, 0.048, exceeds the Hellmann–Feynman part, 0.012.

The two displacements of part (c) give the same forces from energies alone. A five-point central difference with a step of 0.002 bohr, applied to the hydrogen, gives −0.004367 hartree/bohr when the charge moves and −0.062312 hartree/bohr when the functions move. Differencing the converged density matrices in the same way, with charge and functions moving together, gives

Tr(F P′) = −0.160914 hartree/bohr.

This is −Tr(W S′), obtained here from the density response itself.

The Kohn–Sham result behaves likewise. At the same geometry and in the same basis, take Slater exchange with VWN correlation and a grid of 60 radial by 302 angular points per atom. The overlap part of the force on the hydrogen is 0.1123 hartree/bohr. The total from the formula is −0.0537 hartree/bohr, and a central energy difference with a step of 0.01 bohr gives the same value to these digits.

**(g) What goes wrong in molecular dynamics if the Hellmann–Feynman force is used alone in this basis?**

Solution. Let K be the kinetic energy of the nuclei, and let them move under forces F_A^used. Newton's equation gives dK/dt = Σ_A F_A^used · dR_A/dt. The electronic energy changes at the rate dE/dt = −Σ_A F_A · dR_A/dt, where F_A = F_A^HF + F_A^Pulay. Hence

d(K + E)/dt = Σ_A (F_A^used − F_A) · dR_A/dt.

With F_A^used = F_A^HF the right side is −Σ_A F_A^Pulay · dR_A/dt, and the total energy is not conserved in general.

To see the size of the effect, move the axial hydrogen from 2.05 to 2.55 bohr with the other atoms fixed, and integrate the axial force by five-point Gauss–Legendre quadrature. The electronic energy rises by 0.03032 hartree (about 0.0005 hartree less in cc-pVTZ). The full force does work −0.03032 hartree, which accounts for the rise. The Hellmann–Feynman force does net work +0.00084 hartree. It is not outward everywhere, since at 2.30 bohr it points inward (part (f)), but over the whole segment it would leave the hydrogen with slightly more kinetic energy although the potential energy has risen. The spurious gain in K + E over this segment is

0.000839 + 0.030315 = 0.031154 hartree.

Momentum is affected too. Moving the whole molecule rigidly leaves E unchanged, so the full forces on all atoms sum to zero. The Hellmann–Feynman forces need not do so, because they correspond to moving all charges relative to a stationary basis. At the geometry of part (f), their axial components sum to −0.01588 hartree/bohr in 6-31G (−0.053 in cc-pVDZ, −0.024 in cc-pVTZ). Used alone, they would accelerate the centre of mass of an isolated molecule.

Incomplete self-consistency is a different source of error. Near the solution, the energy error is of second order in the orbital error, because E is stationary. The force expression is not itself stationary in the orbitals, so its error is in general of first order. Forces therefore need tighter convergence than the energy alone would suggest.

**(h) Can the Pulay force on the stretched hydrogen be removed by adding the derivatives of its basis functions?**

Solution. In 6-31G this hydrogen carries two contracted s functions. The derivative of a Gaussian exp(−αr²) with respect to x is −2αx exp(−αr²), a p function with the same exponent. Differentiating each contraction term by term and including all three directions gives six p functions. Adding them to this atom alone enlarges the basis from 17 to 23 functions.

The derivatives of the s functions now lie in the span, so by part (d) their contribution to the Pulay force must vanish. Numerically it is of order 10⁻¹⁰ hartree/bohr, the level left by finite convergence and rounding. But the new p functions also move with the atom. Their derivatives contain s- and d-type functions that the basis does not fully span, and they contribute −0.00228 hartree/bohr. The axial Pulay force has changed from −0.06231 to −0.00228 hartree/bohr, a reduction by a factor of about 27, while the energy has fallen by only 0.0019 hartree.

The force is greatly reduced but not removed. Adding the derivatives of the p functions would raise the same question for the functions just added. At any finite stage, the Pulay force with its overlap term is what makes the computed force the derivative of the computed energy.
